# Pivoted Cholesky Integrals and Residual-Diagonal Error Bounds for Hartree–Fock Barriers

## Definitions and conventions

Let $\chi_p$, $p=1,\dots,n$, be real, normalized basis functions with overlap matrix $S$, whose smallest eigenvalue is $s>0$. Hartree atomic units are used, with energies in $E_h$. The two-electron integrals are

$$
(pq|rs)=\iint \frac{\chi_p(\mathbf r)\chi_q(\mathbf r)\,\chi_r(\mathbf r')\chi_s(\mathbf r')}{|\mathbf r-\mathbf r'|}\,d^3r\,d^3r'.
$$

A pair $pq$ is treated as one index, so the integrals form a symmetric matrix $M$ with $N=n(n+1)/2$ distinct rows. A Cholesky approximation replaces $M$ by $LL^T$, where $L$ has $m\le N$ columns. The residual is $R=M-LL^T$.

For a closed shell with real occupied orbitals $\phi_i=\sum_p C_{pi}\chi_p$ and $C^TSC=I$, define $P=CC^T$ and $D=2P$. The restricted Hartree–Fock (RHF) energy is

$$
E[D]=E_{\rm nuc}+\sum_{pq}h_{pq}D_{pq}+\tfrac12\sum_{pqrs}D_{pq}D_{rs}(pq|rs)-\tfrac14\sum_{pqrs}D_{pr}D_{qs}(pq|rs).
$$

Here $h$ contains the one-electron integrals, which are not approximated. $\tilde E[D]$ is the same functional with $LL^T$ in place of $M$. $E$ and $\tilde E$ without an argument are the global minima of the two functionals over closed-shell determinants, at a fixed geometry. The task is to bound $E-\tilde E$ from the diagonal of $R$, and then to bound the error of a barrier.

## Why the decomposition works

For a real charge distribution $\rho=\sum_{pq}x_{pq}\chi_p\chi_q$ with Fourier transform $\hat\rho(\mathbf k)$, the transform $4\pi/k^2$ of the Coulomb kernel gives

$$
x^TMx=\int\frac{d^3k}{(2\pi)^3}\,\frac{4\pi}{k^2}\,|\hat\rho(\mathbf k)|^2\ge0.
$$

Thus $M$ is positive semidefinite.

Start with $R=M$. One Cholesky step selects a pivot $i$ with $R_{ii}>0$ and forms

$$
R'_{jk}=R_{jk}-\frac{R_{ji}R_{ik}}{R_{ii}}.
$$

To see that $R'$ is again positive semidefinite, add an arbitrary amount $t$ of the pivot distribution to a vector $x$:

$$
(x+te_i)^TR(x+te_i)=x^TRx+2t(Rx)_i+t^2R_{ii}.
$$

The minimum is at $t=-(Rx)_i/R_{ii}$, where the right side becomes

$$
x^TRx-\frac{(Rx)_i^2}{R_{ii}}=x^TR'x.
$$

The left side is nonnegative for every $t$, hence $x^TR'x\ge0$. By induction every residual is positive semidefinite. Physically, each step removes from all pair distributions the part that the pivot distribution can represent in the Coulomb metric.

Every $2\times2$ principal minor of such a matrix is nonnegative, so $R_{ii}R_{jj}-R_{ij}^2\ge0$. If the largest residual diagonal is at most $\delta$, then

$$
|R_{ij}|\le\sqrt{R_{ii}R_{jj}}\le\delta. \tag{1}
$$

The diagonal therefore controls all integral errors, including those of integrals that were never evaluated. Positivity is essential: a general symmetric matrix can have a zero diagonal and large off-diagonal elements.

## The algorithm

1. Compute the diagonal $d_j=M_{jj}$ and set $k=0$.
2. Find the index $i$ with the largest $d_i$. Stop if $d_i\le\delta$.
3. Compute column $i$ of $M$ and form
$$
L_{j,k+1}=\frac{M_{ji}-\sum_{l=1}^{k}L_{jl}L_{il}}{\sqrt{d_i}}.
$$
4. Replace $d_j$ by $d_j-L_{j,k+1}^2$ for all $j$, set $d_i=0$, increase $k$ by one, and return to step 2.

The numerator in step 3 is the current residual column $R_{ji}$. The product of two new elements is thus $R_{ji}R_{ki}/R_{ii}$, which is the term subtracted above. Only the diagonal and the pivot columns of $M$ are needed. Building column $k+1$ takes about $Nk$ multiplications, so $m$ columns take about $Nm^2/2$, apart from the integral evaluation. Storage is $Nm$ numbers.

In floating-point arithmetic the subtraction in step 4 can leave small negative diagonals. Setting them to zero is a practical repair, but the strict inequalities below refer to exact arithmetic. The threshold must stay well above the accumulated rounding error.

### A matrix small enough to follow

For H$_2$ in the STO-3G basis at a distance of 1.4 bohr, the pairs $11,21,22$ give, in $E_h$,

$$
M=\begin{pmatrix}0.774606&0.444108&0.569676\\0.444108&0.297029&0.444108\\0.569676&0.444108&0.774606\end{pmatrix}.
$$

Pairs $11$ and $22$ tie by symmetry; take $11$ first. The remaining diagonals are

$$
R_{21,21}=0.297029-\frac{0.444108^2}{0.774606}=0.042407,
$$
$$
R_{22,22}=0.774606-\frac{0.569676^2}{0.774606}=0.355644.
$$

The off-diagonal residual is

$$
R_{21,22}=0.444108-\frac{0.444108\times0.569676}{0.774606}=0.117493,
$$

and its bound from (1) is $\sqrt{0.042407\times0.355644}=0.1228$. The bound is nearly reached. The next pivot is $22$, which lowers the diagonal of pair $21$ to $0.042407-0.117493^2/0.355644=0.003591\,E_h$. A threshold of $0.01\,E_h$ would stop here with two columns.

## From integral errors to energy errors

Define, for all ordered pairs,

$$
g_{pq}=\sqrt{R_{pq,pq}},\qquad T=\sum_{pq}g_{pq}^2.
$$

An off-diagonal pair contributes twice to $T$, as $pq$ and as $qp$. The residual on ordered pairs is $\hat R=ZRZ^T$, where $Z$ copies the row of each distinct pair to both orderings. It is positive semidefinite because $y^T\hat Ry=(Z^Ty)^TR(Z^Ty)\ge0$.

At fixed $D$ the nuclear and one-electron terms cancel in $E[D]-\tilde E[D]$. Inserting $D=2P$ in the exchange term turns $\tfrac14DD$ into $PP$, so

$$
E[D]-\tilde E[D]=a[D]-b[D], \tag{2}
$$
$$
a=\tfrac12\sum_{pqrs}D_{pq}D_{rs}R_{pq,rs},\qquad b=\sum_{pqrs}P_{pr}P_{qs}R_{pq,rs}.
$$

The Coulomb error $a$ is a quadratic form in $D$, hence $a\ge0$. For exchange, insert $P_{pr}=\sum_iC_{pi}C_{ri}$ and $P_{qs}=\sum_jC_{qj}C_{sj}$:

$$
b=\sum_{ij}\sum_{pqrs}(C_{pi}C_{qj})R_{pq,rs}(C_{ri}C_{sj})\ge0,
$$

since each $ij$ term is a quadratic form. The two errors enter the energy with opposite signs, so the Cholesky energy is in general neither an upper nor a lower bound.

**Bounds at a known determinant.** Applying (1) to each element gives

$$
a\le\tfrac12\sum_{pqrs}|D_{pq}|g_{pq}\,|D_{rs}|g_{rs}=\tfrac12\Big(\sum_{pq}|D_{pq}|g_{pq}\Big)^2,
$$
$$
b\le B_{\rm fix}=\sum_{ij}\Big(\sum_{pq}|C_{pi}||C_{qj}|g_{pq}\Big)^2 .
$$

**A bound for every determinant.** The full-integral minimizer is unknown in a Cholesky calculation, so a bound on $b$ is needed that does not contain its orbitals. Let $U=S^{1/2}C$. Then $U^TU=C^TSC=I$, so $UU^T$ is a projector and $UU^T\le I$, in the sense that the difference is positive semidefinite. Therefore

$$
P=S^{-1/2}UU^TS^{-1/2}\le S^{-1}\le\frac1sI.
$$

The eigenvalues of $P$ lie between $0$ and $1/s$. Those of $K=P\otimes P$, with elements $K_{pq,rs}=P_{pr}P_{qs}$, are products of two of them and lie between $0$ and $1/s^2$. Hence

$$
b=\operatorname{tr}(\hat RK)=\operatorname{tr}(\hat R^{1/2}K\hat R^{1/2})\le\frac{\operatorname{tr}\hat R}{s^2}=\frac{T}{s^2}\equiv B. \tag{3}
$$

**Relaxation of the orbitals.** Let $\tilde D$ minimize $\tilde E[D]$ and $D_*$ minimize $E[D]$. Since $E\le E[\tilde D]$,

$$
E-\tilde E\le E[\tilde D]-\tilde E[\tilde D]=a[\tilde D]-b[\tilde D]\le a[\tilde D]\le A,
$$

where $A=\tfrac12(\sum|\tilde D_{pq}|g_{pq})^2$. Since $\tilde E\le\tilde E[D_*]$,

$$
E-\tilde E\ge E[D_*]-\tilde E[D_*]=a[D_*]-b[D_*]\ge-b[D_*]\ge-B. \tag{4}
$$

Together,

$$
\boxed{-B\le E-\tilde E\le A.} \tag{5}
$$

The quantities $A$ and $B$ need only the residual diagonal, the overlap matrix and the Cholesky density. The result assumes global minima. A self-consistent field (SCF) calculation finds a stationary solution, and convergence alone does not prove that it is the global minimum.

### Two limits

With one doubly occupied orbital, $D_{pq}=2C_pC_q$ gives $a=2\sum C_pC_qC_rC_sR_{pq,rs}=2b$. The first inequality in (4) then reads $E-\tilde E\ge b[D_*]\ge0$: for a two-electron closed shell the Cholesky RHF energy cannot lie above the full-integral one. With more occupied orbitals this sign is no longer fixed.

For small $\delta$, the inequality $g_{pq}^2\le\delta$ gives $T\le n^2\delta$ and

$$
B\le\frac{n^2\delta}{s^2}.
$$

This estimate is available before the decomposition starts. It shows the cost of a nearly linearly dependent basis: as $s\to0$ at fixed $\delta$, the guarantee becomes useless, even if the actual error stays small. In an orthonormal basis $s=1$ and $B=T$.

## The error of a barrier

Let R denote the reactant and TS the transition state. With $\Delta E=E_{\rm TS}-E_{\rm R}$ and $\Delta\tilde E=\tilde E_{\rm TS}-\tilde E_{\rm R}$,

$$
\Delta E-\Delta\tilde E=(E_{\rm TS}-\tilde E_{\rm TS})-(E_{\rm R}-\tilde E_{\rm R}).
$$

The smallest value combines the lower end for TS with the upper end for R, and the largest value does the reverse:

$$
-B_{\rm TS}-A_{\rm R}\le\Delta E-\Delta\tilde E\le A_{\rm TS}+B_{\rm R}. \tag{6}
$$

Errors may cancel between similar structures, but the residual diagonals do not guarantee it, so the bounds add. The energy order is certified when $\Delta\tilde E-B_{\rm TS}-A_{\rm R}>0$.

## Ammonia inversion

The inversion of ammonia has a small barrier, and its transition state is planar by symmetry. Both structures were optimized with full integrals at the RHF/cc-pVDZ level. The pyramidal reactant has N–H bonds of 1.008 Å, with the nitrogen 0.391 Å from the hydrogen plane. The planar structure has bonds of 0.992 Å. Analytic Hessians give no imaginary frequency for the first and one, of magnitude 972 cm$^{-1}$, for the second, as required of a minimum and a first-order saddle point.

The full-integral energies give

$$
\Delta E=-56.18424288+56.19573154=0.01148866\,E_h,
$$

or 30.16 kJ/mol. This is an electronic barrier without zero-point energy.

The basis has $n=29$ functions and $N=435$ distinct pairs. Separate SCF calculations with the Cholesky integrals, at the same geometries, give the following barrier errors $\Delta E-\Delta\tilde E$.

| $\delta$ / $E_h$ | $m$, R / TS | Error / $E_h$ | Interval (6) / $E_h$ |
|---|---|---|---|
| $10^{-4}$ | 137 / 135 | $-5.7\times10^{-6}$ | $[-9.3,\,11.6]$ |
| $10^{-7}$ | 283 / 270 | $-7.3\times10^{-9}$ | $[-0.0103,\,0.0105]$ |
| $10^{-10}$ | 390 / 392 | about $-10^{-11}$ | $[-1.6,\,2.0]\times10^{-6}$ |

The last error is close to the SCF energy threshold of $10^{-12}\,E_h$, so only its order of magnitude is given.

In all these runs the hydrogen plane is perpendicular to the $z$ axis and one N–H bond lies in the $xz$ plane; a turn about $z$ alone can already change the ranks and errors in the table. The orientation matters because the pivots are products of basis functions fixed to the coordinate axes. Rotating the molecule changes the residual, and at the two looser thresholds it can even change the sign of the barrier error. Interval (6) holds in every orientation, with $A$ and $B$ evaluated for that orientation.

**The loose threshold.** At $\delta=10^{-4}\,E_h$ the actual barrier error is only 0.015 kJ/mol, yet the guarantee is empty. For the reactant $s=0.02882$ and $T=9.62\times10^{-3}\,E_h$, so

$$
B_{\rm R}=\frac{9.62\times10^{-3}}{(0.02882)^2}\approx11.6\,E_h.
$$

Equality in (3), with the full factor $1/s^2\approx1200$, needs two things: occupied orbitals along the worst direction of the overlap matrix, and a residual concentrated entirely on products of those orbitals. The second condition is far from met here. Since $P\le S^{-1}$ implies $K\le S^{-1}\otimes S^{-1}$, no determinant has $b$ above $\operatorname{tr}[\hat R(S^{-1}\otimes S^{-1})]$, which is $0.10\,E_h$ in this case. Evaluating that trace requires the full residual rather than its diagonal. At the determinant actually found, $B_{\rm fix}$ is only $8.5\times10^{-4}\,E_h$. That smaller number bounds how far $E[\tilde D]$ can lie below $\tilde E[\tilde D]$, at the same determinant. It does not bound how far $E$ lies below $E[\tilde D]$, so it cannot replace $B$ in (5).

**Signs and cancellation.** At this threshold $E-\tilde E$ is $-1.98\times10^{-5}\,E_h$ for R and $-2.55\times10^{-5}\,E_h$ for TS. In the orientation used here, part of the error cancels in the barrier, leaving $-5.7\times10^{-6}\,E_h$. The negative signs have a definite meaning. By (4), $a[D_*]-b[D_*]\le E-\tilde E<0$, so the exchange residual exceeds the Coulomb residual at the full-integral minimizer. This is the opposite of the two-electron case.

**Certifying the order.** At $\delta=10^{-7}\,E_h$ the lower end of the barrier is

$$
0.01149-0.01025=0.00124\,E_h>0.
$$

Provided the SCF solutions are the global minima, as (5) assumes, the planar structure is thus certified to lie above the pyramidal one, although the barrier height remains poorly bounded. Under the same assumption, the guaranteed range at $\delta=10^{-10}\,E_h$ is 30.159 to 30.169 kJ/mol. The price is a rank of about 390 out of 435, so there is little compression left in this small basis.

**Unequal thresholds.** The order test contains $B_{\rm TS}$ but not $B_{\rm R}$. The reactant therefore needs only the much smaller bound $A_{\rm R}$. Take $\delta=10^{-4}\,E_h$ for R, where $\tilde E_{\rm R}=-56.19571175\,E_h$ and $A_{\rm R}=0.00122\,E_h$, and $\delta=10^{-10}\,E_h$ for TS, where $B_{\rm TS}=1.6\times10^{-6}\,E_h$. The lower end is

$$
(-56.18424288+56.19571175)-0.00122-0.0000016\approx0.0102\,E_h.
$$

The order is certified with 137 columns for the reactant. A tight upper bound on the barrier from (6) would still require a small $B_{\rm R}$.

## Integral error and level of theory

Second-order Møller–Plesset theory (MP2), with all electrons correlated and the same basis and geometries, gives a barrier of $0.01274\,E_h$, or 33.44 kJ/mol. The change from RHF is

$$
0.01274-0.01149=0.00125\,E_h\approx3.3\ \text{kJ/mol}.
$$

At the tightest threshold the guaranteed RHF integral error, at most $2.0\times10^{-6}\,E_h$, is about 600 times smaller than this change. At $\delta=10^{-7}\,E_h$ the guarantee is wider than the change, while the actual RHF error is far below it.

Inequality (5) does not cover MP2, whose energy also depends on virtual orbitals and on orbital-energy denominators. The MP2 barrier error found by direct comparison is $-1.2\times10^{-5}\,E_h$ at $\delta=10^{-4}\,E_h$ and $-1.3\times10^{-8}\,E_h$ at $\delta=10^{-7}\,E_h$. These are measurements for one reaction in one orientation, not bounds.

A narrow interval in (6) shows that the decomposition has not decided the RHF comparison. It says nothing about the finite basis, the missing correlation energy or nuclear motion. Nor does it cover a change of geometry caused by reoptimizing with approximate integrals. Those errors have to be assessed separately before the barrier is used in a kinetic model.
